# Time Stepping for Levitated Dust with Fluctuating Charge

A simulation of levitated dust can go wrong in two independent ways. If the charge of a grain is advanced by a plain random leap as long as its relaxation time, the charge variance doubles. If the charge is then held at its mean value when the levitation frequency is interpreted, a second error appears. For the grain computed below, the fixed-charge formula gives 11.9 Hz, while the responding charge gives 10.5 Hz. Inserting 10.5 Hz into the fixed-charge formula, with the field gradient and mass held fixed, would return a charge 22 percent too small, since $(10.53/11.94)^2=0.78$.

The first error is cured by a charge step that preserves the linear variance, the second by a frequency formula that lets the charge respond. The charge step is combined below with a symmetric motion step. At frozen charge and without friction, the motion step is symplectic. The complete stochastic, damped scheme is not.

## The sheath and the collection rates

Consider a spherical grain of radius $a$, mass $m$ and charge $-Z$ above a flat wall in a dc sheath. Algebra is in atomic units, with temperatures as energies. Height $x$ points upward, the field points downward with magnitude $E$, and $\phi$ is zero in the plasma. Define

$$
\psi=-\frac{\phi}{T_e},\qquad \theta=aT_e,\qquad z=\frac{Z}{\theta}.
$$

Since $E=d\phi/dx$, we have $\psi'=-E/T_e$.

The electrons are Maxwellian and repelled by the wall, so $n_e=n_se^{-\psi}$. Cold ions enter at the Bohm speed $c_s=\sqrt{T_e/m_i}$ and do not collide. Energy conservation gives their speed $u=c_s\sqrt{1+2\psi}$; flux conservation then gives $n_i=n_s/\sqrt{1+2\psi}$. Poisson's equation becomes

$$
\psi''=\frac{4\pi n_s}{T_e}\left[(1+2\psi)^{-1/2}-e^{-\psi}\right].
$$

Multiply by $\psi'$ and integrate from the plasma, where $\psi$ and $\psi'$ vanish:

$$
\tfrac12\psi'^2=\frac{4\pi n_s}{T_e}\left[\sqrt{1+2\psi}+e^{-\psi}-2\right].
$$

With $E=T_e|\psi'|$,

$$
E^2=8\pi n_sT_e\left[\sqrt{1+2\psi}+e^{-\psi}-2\right],
\qquad G\equiv-\frac{dE}{dx}=4\pi(n_i-n_e).
$$

An ion that just grazes the grain has speed $v_a$ there. Conservation of energy and angular momentum reads

$$
\tfrac12m_iu^2=\tfrac12m_iv_a^2-\frac Za,\qquad bu=av_a.
$$

Eliminating $v_a$ gives $b^2=a^2[1+2Z/(am_iu^2)]$. Because $m_iu^2=T_e(1+2\psi)$, the ion collection rate is

$$
J_i=\pi a^2n_sc_sD,\qquad D=1+cz,\qquad c=\frac{2}{1+2\psi}.
$$

For a repelled electron of energy $\varepsilon$, the same argument gives the cross-section $\pi a^2(1-zT_e/\varepsilon)$ when $\varepsilon>zT_e$. The speed-weighted Maxwellian is $\bar v_e\,\varepsilon e^{-\varepsilon/T_e}d\varepsilon/T_e^2$, with $\bar v_e=\sqrt{8T_e/(\pi m_e)}$. Therefore

$$
J_e=\pi a^2n_e\bar v_e\int_{zT_e}^{\infty}\frac{\varepsilon-zT_e}{T_e^2}e^{-\varepsilon/T_e}d\varepsilon
=\pi a^2n_s\bar v_ee^{-\psi-z}.
$$

These orbit-limited rates neglect screening near the grain and ion collisions. The mean charge satisfies $J_e=J_i=J$ at leading order in the small relative charge fluctuations.

## Charge variance

Each electron raises $Z$ by one and each ion lowers it by one. With independent arrivals, zero probability current in the stationary state means

$$
P(Z+1)J_i(Z+1)=P(Z)J_e(Z).
$$

This recursion fixes the distribution. For a large grain it can be replaced by linear noise theory. Write $Z=\bar Z+\delta$. The derivatives at balance are

$$
\frac{dJ_e}{dZ}=-\frac J\theta,\qquad
\frac{dJ_i}{dZ}=\frac{J}{\theta}\frac cD.
$$

The mean deviation therefore obeys $\dot\delta=-\beta\delta$, where

$$
\beta=\frac J\theta\left(1+\frac cD\right).
$$

An arrival changes $\delta^2$ by $\pm2\delta+1$. Averaging over arrivals gives

$$
\frac{d\langle\delta^2\rangle}{dt}
=\langle2\delta(J_e-J_i)+J_e+J_i\rangle
\simeq-2\beta\langle\delta^2\rangle+2J.
$$

In the stationary state at fixed height,

$$
\boxed{\sigma^2=\frac J\beta=\frac{\theta D}{D+c}}.
$$

The plasma density cancels: denser plasma makes the charge fluctuate faster, but not more widely, at fixed $T_e$ and $\psi$. If the ion rate did not respond to charge, the variance would be $\theta$; the ion response lowers it by the factor $D/(D+c)$.

Linearization needs $\sigma\ll\theta$. As a severe case, take a 20 nm grain at the same $\psi$. The formula gives 35.26, the stationary recursion 35.27, and an event-by-event simulation 35.70 charges squared. The simulated value is 1.2 percent above the recursion. This comparison concerns charging alone; the small grain is not assumed to levitate there.

## Two levitation frequencies

With gas friction rate $\gamma$, the vertical equation is

$$
m\ddot x=ZE(x)-mg-m\gamma\dot x.
$$

Place $x=0$ at equilibrium, where $\bar ZE_0=mg$. Insert $E=E_0-Gx$ and $Z=\bar Z+\delta$:

$$
m\ddot x=E_0\delta-\bar ZGx-G x\delta-m\gamma\dot x.
$$

The product $Gx\delta$ is smaller than $E_0\delta$ by $xG/E_0$ and is dropped in the linear analysis, though not in the simulation. Using $E_0/m=g/\bar Z$,

$$
\ddot x+\gamma\dot x+\omega_{\rm slow}^2x=\frac g{\bar Z}\delta,
\qquad \omega_{\rm slow}^2=\frac{\bar ZG}{m}=\frac{gG}{E_0}.
$$

The equilibrium charge changes with height. Its mean deviation follows $\dot\delta=-\beta(\delta-\kappa x)$, where $\kappa=dZ_{\rm eq}/dx$. For a solution proportional to $e^{st}$, $\delta=\beta\kappa x/(s+\beta)$, so

$$
s^2+\gamma s+\omega_{\rm slow}^2=\frac{K\beta}{s+\beta},
\qquad K=\frac{g\kappa}{\bar Z}.
$$

If charging is slow, $\beta\to0$, the right side vanishes for the oscillating mode and the frequency is $\omega_{\rm slow}$. If charging is fast, $\beta/(s+\beta)\simeq1-s/\beta$, and

$$
s^2+\left(\gamma+\frac K\beta\right)s+\omega_{\rm fast}^2=0,
\qquad
\boxed{\omega_{\rm fast}^2=\omega_{\rm slow}^2-K}.
$$

These are undamped frequencies; weak friction shifts them at second order.

To find $K$, take the logarithm of the charge balance:

$$
\ln(\bar v_e/c_s)-\psi-z=\ln D.
$$

Since $dc/d\psi=-c^2$, differentiation gives

$$
-1-\frac{dz}{d\psi}=\frac{-c^2z+c\,dz/d\psi}{D},
\qquad
\frac{dz}{d\psi}=-\frac{1-c^2z/D}{1+c/D}.
$$

With $\psi'=-E_0/T_e$,

$$
K=-\frac{gE_0}{T_ez}\frac{dz}{d\psi}.
$$

For $K>0$ a raised grain becomes more negative and receives extra lift. This weakens the restoring force, while the delay in charging adds damping. The sign is not universal. When $c^2z>D$, which can occur near the sheath edge, $K$ is negative. The fast-charging mode then grows if $\gamma+K/\beta<0$.

Between the limits, put $s\simeq i\omega$ in the charge response and separate real and imaginary parts. For weak damping,

$$
\omega^2\simeq\omega_{\rm slow}^2-\frac{K\beta^2}{\beta^2+\omega^2},
\qquad
\Gamma_c\simeq\frac{K\beta}{\beta^2+\omega^2}.
$$

At fixed $\omega$, the magnitude of $\Gamma_c$ is largest at $\beta=\omega$ and vanishes in both limits.

## A charge step with the right noise

Over a step $h$, draw independent Poisson numbers $N_e$ and $N_i$ with means $J_eh$ and $J_ih$, using the current charge and position. Then set

$$
Z_{n+1}=Z_n+\frac{N_e-N_i}{1+b/2},\qquad b=\beta h,
$$

with $\beta$ evaluated once, at levitation. For linearized rates,

$$
\delta_{n+1}=r\delta_n+\frac{\xi_n}{1+b/2},
\qquad r=\frac{1-b/2}{1+b/2}.
$$

The centered noise $\xi_n$ has variance $2Jh=2b\sigma^2$ and is uncorrelated with $\delta_n$. If $V$ is the stationary numerical variance, then

$$
V=r^2V+\frac{2b\sigma^2}{(1+b/2)^2}.
$$

Multiplying by $(1+b/2)^2$ gives

$$
V\left[(1+b/2)^2-(1-b/2)^2\right]=2b\sigma^2.
$$

The bracket is $2b$, so $V=\sigma^2$ for every positive $h$ in the linear problem. Without the denominator, $r=1-b$ and

$$
V_{\rm plain}=\frac{2b\sigma^2}{1-(1-b)^2}=\frac{\sigma^2}{1-b/2},
\qquad 0<b<2.
$$

At $b=1$ the predicted ratios to $\sigma^2$ are 1 and 2. Simulations of 20,000 grains gave 1.003 and 1.985.

The motion also needs the correct noise power at low frequency. The numerical correlation after $k$ steps is $\sigma^2r^{|k|}$. Its time-weighted sum is

$$
h\sigma^2\sum_{k=-\infty}^{\infty}r^{|k|}
=h\sigma^2\frac{1+r}{1-r}
=h\sigma^2\frac2b=\frac{2\sigma^2}{\beta}.
$$

This equals the continuous integral $\int\sigma^2e^{-\beta|t|}dt$. The plain leap has the same zero-frequency power, because its larger variance compensates for its shorter correlation. Correct slow motion is therefore no proof of correct charge variance. For the corrected leap, the variance of the time-integrated charge over 100 steps at $b=1$ was 1.005 times the continuous-time prediction.

The delayed response is also preserved. With the position held at its midpoint value $x_{n+1/2}$, the averaged step rearranges to

$$
\frac{\delta_{n+1}-\delta_n}{h}
=-\beta\left[\frac{\delta_n+\delta_{n+1}}2-\kappa x_{n+1/2}\right].
$$

For a signal $e^{st}$, the average of the two endpoint charges follows the continuous response with $s$ replaced by $(2/h)\tanh(sh/2)$. The amplitude of the charge itself is that of the average divided by $\cosh(sh/2)$. Both changes give relative errors of order $(sh)^2$, set by the motion and not by $\beta h$.

The charge noise added in one step is $\sigma\sqrt{2b}/(1+b/2)$, which never exceeds $\sigma$. One step's noise therefore stays in the linear range when $\sigma\ll\theta$. There are other limits to the step length. For $b>2$, $r$ is negative and successive deviations tend to alternate in sign. The linear variance survives, but the short-time history is wrong. For $b\gg2$, $r$ approaches $-1$ and the alternation is barely damped, so small departures from the linear problem are amplified. The main one is that $\beta$ is frozen at levitation. If the local rate is $\beta(1+\epsilon)$, the same algebra gives $V=\sigma^2/(1-\epsilon b/2)$ with the local $\sigma^2$, and the step is unstable for $\epsilon b>2$. For the grain computed below, a displacement of 50 µm gives $\epsilon\simeq\pm0.019$. The variance is then off by about 1 percent at $b=1$ and 10 percent at $b=10$, and above equilibrium the step fails near $b\simeq100$. Steps with $b$ of order one keep this error small. The scaled increments also make $Z$ noninteger, so a grain carrying only a few charges calls for individual arrivals.

## The motion step and its error

One full step consists of these operations:

1. Multiply velocity by $e^{-\gamma h/2}$, then apply a half kick with the current force.
2. Drift for $h/2$, update the charge at this midpoint, and drift for another $h/2$.
3. Apply a half kick with the new force, then multiply velocity by $e^{-\gamma h/2}$.

At frozen charge, each kick changes velocity by a function of position, and each drift changes position by a multiple of velocity. Both maps have unit Jacobian, so their product preserves phase-space area. Friction multiplies the area by $e^{-\gamma h}$.

For frozen charge, no friction and a linear force, the positions obey

$$
x_{n+1}-2x_n+x_{n-1}=-\omega^2h^2x_n.
$$

Inserting $x_n\propto e^{in\Omega h}$ gives $2-2\cos\Omega h=\omega^2h^2$, or

$$
\sin\frac{\Omega h}{2}=\frac{\omega h}{2}.
$$

Oscillation is stable for $\omega h<2$. At $\omega h=0.5$ the formula gives $\Omega/\omega=4\arcsin(0.25)=1.0107$, and the simulated ratio is 1.0107.

The energy error can be found too. With $q=\omega^2h^2$, one step is

$$
x_{n+1}=(1-\tfrac q2)x_n+hv_n,\qquad
v_{n+1}=(1-\tfrac q2)v_n-\omega^2h(1-\tfrac q4)x_n.
$$

Substitution shows that $v^2+\omega^2(1-q/4)x^2$ is conserved. The ordinary energy must then vary by a relative amount close to $q/4$. For $\omega h=0.1$ this is 0.0025. A run of 20,000 steps in the sheath field, starting at 50 µm, gave a peak-to-peak ripple of 0.0025 and a relative drift of about $2\times10^{-8}$ between its first and last ten periods.

## A 7 µm grain in argon

Take $a=7$ µm, grain density 1.5 g/cm³, $T_e=3$ eV, sheath-edge density $3\times10^8$ cm⁻³, and argon at 2 mTorr and 300 K. Solving charge and force balance together gives $\psi=1.388$, $z=3.609$ and $E_0=25.1$ V/cm. With $\theta=14584$ charges, the mean charge number is $14584\times3.609\simeq52600$.

The charge coefficients are

$$
c=\frac2{1+2(1.388)}=0.530,\qquad D=1+0.530(3.609)=2.91.
$$

Hence

$$
\sigma^2=14584\,\frac{2.91}{2.91+0.530}\simeq1.23\times10^4,
\qquad \sigma\simeq111.
$$

The stationary recursion gives 12339 charges squared, equal to the formula at the printed precision. The moving grains gave 12365, a relative difference of 0.2 percent, over a run of about 0.5 s. A moving grain's charge also follows $\kappa x$, which adds about $\kappa^2\langle x^2\rangle$ to the variance. With $\kappa=K\bar Z/g\simeq6.7$ charges per µm and the stationary rms height of 4.0 µm found below, the variance of a levitating grain settles near 13075, or 6 percent above $\sigma^2$. The short run has built up only a small part of this excess.

The field variation length is $E_0/G=1.742$ mm, so

$$
\omega_{\rm slow}^2=\frac{9.807}{1.742\times10^{-3}}\simeq5630\ {\rm s^{-2}}.
$$

The charge balance gives $dz/d\psi=-0.552$ and $K=1253$ s⁻². Thus $\omega_{\rm fast}^2\simeq4377$ s⁻². Dividing the square roots by $2\pi$ gives 11.94 Hz and 10.53 Hz.

In the simulations, grains started 50 µm above equilibrium, and their mean height was fitted after the first period. The physical rate $\beta=2.93\times10^4$ s⁻¹ is about 390 times $\omega_{\rm slow}$, so this grain lies in the fast limit. With $h=1/\beta=34$ µs the simulated frequency was 10.53 Hz. To reach the other limit, both collection rates were multiplied by one factor while the sheath field, mass and friction were held fixed. This is a numerical control and not a change of real plasma density. At $\beta=0.01\,\omega_{\rm slow}$ the result was 11.94 Hz.

At $\beta=\omega_{\rm slow}$, simulation and linear mode both gave 11.24 Hz. The mode's amplitude decays at 4.8 s⁻¹, far above the 0.08 s⁻¹ due to gas friction alone, $\gamma/2$. These values come from the full cubic equation for $s$. The weak-damping formulas give 11.21 Hz and $(\gamma+\Gamma_c)/2=4.5$ s⁻¹, about 6 percent low in the decay rate.

## Heating by charge noise

The hard-sphere gas drag used here assumes specular reflection and follows from a momentum-transfer area $\pi a^2$. To first order in grain speed, averaging over a Maxwellian gas gives a force coefficient $\pi a^2n_gm_g^2\langle v^3\rangle/(3T_g)$. Since $\langle v^3\rangle=4\bar v_gT_g/m_g$,

$$
\gamma=\frac{4\pi a^2n_gm_g\bar v_g}{3m}=0.162\ {\rm s^{-1}}.
$$

For fast charging, the random acceleration $g\delta/\bar Z$ has low-frequency power $S=2(g\sigma/\bar Z)^2/\beta$. It supplies energy per unit mass at rate $S/2$, while damping removes it at rate $\Gamma\langle v^2\rangle$, with $\Gamma=\gamma+K/\beta=0.205$ s⁻¹. Balance gives

$$
m\langle v^2\rangle=\frac{m(g\sigma/\bar Z)^2}{\beta\Gamma}\simeq0.96\ {\rm eV}.
$$

This is 37 times the gas thermal energy of 0.026 eV. Diffuse reflection with full accommodation, closer to real grain surfaces, multiplies $\gamma$ by $1+\pi/8\simeq1.39$ and lowers the result to 0.73 eV, or 28 times. The corresponding rms height is 4.0 µm, much less than the 1.7 mm field length, which supports dropping $Gx\delta$. Omitted thermal gas kicks would add $T_g\gamma/\Gamma\simeq0.02$ eV.

The particle run lasted about 0.5 s, shorter than $1/\Gamma\simeq5$ s, so it tests the early growth and not the stationary value. Its energy was 0.96 of the prediction. For 800 grains, the expected relative sampling scatter is about $1/\sqrt{800}=3.5$ percent.

## Where a real discharge differs

The parameters describe a dilute low-pressure argon plasma, with a density below that of most processing discharges, and the model applies to a dc sheath. The 12 percent gap between the two frequencies is specific to this case. It also assumes a complete electron Maxwellian, which needs a wall drop well above $\psi+z\simeq5$. A floating wall in argon has a drop of only about $4.7\,T_e$ and absorbs part of the tail that charges the grain. With the field profile kept, about 11 percent of the electron current is then missing, the frequencies become 11.9 and 10.2 Hz, and the gap widens to 14 percent. In denser plasma the same grain floats closer to the sheath edge, where $K$ is a smaller part of $\omega_{\rm slow}^2$: 5 percent at $10^9$ cm⁻³ against 22 percent here. In the drag-free model $K$ changes sign between $6\times10^9$ and $10^{10}$ cm⁻³, and $|K|/\beta$ stays far below $\gamma$ there. The estimated ion drag, however, is already 20 percent of the weight at $10^9$ cm⁻³ and exceeds the weight where the sign changes, so the model no longer describes this grain at those densities. An rf sheath needs time-dependent densities and fields. The assumption of collisionless ion flow is only approximate. With an assumed charge-exchange area of 100 Å², the mean free path is 15.5 mm, against a 3.6 mm path from $\psi=0.2$ to the grain. About $1-e^{-3.6/15.5}=21$ percent of ions would collide on that path. If those ions arrived with half the collisionless energy, an illustrative assumption, ion collection would rise by about 14 percent and the charge at fixed height would fall by about 3 percent.

The estimated ion drag is 3.6 percent of the weight and points downward. Neglecting its variation with height, it lowers the grain by $0.036g/\omega_{\rm fast}^2\simeq80$ µm. At 20 mT the electron gyroradius is 47 times the grain radius, which supports unmagnetized collection at the grain. It does not establish that a magnetized sheath keeps the assumed density profile. The numerical output lists the remaining values.

## Numbers as computed

```
Grain radius: 7 um
Grain density: 1.5 g/cm3
Electron temperature: 3 eV
Sheath-edge density: 3e+08 cm^-3
Gas pressure: 2 mTorr
Gas temperature: 300 K
Ion mass: 40 u
Grain mass: 2.1551e-09 g
Charge scale theta: 14584 charges
Sheath drop psi at grain: 1.3883
Reduced grain charge z: 3.609
Mean charge number: 52632
Levitation field: 25.063 V/cm
Collection rate of each species: 3.6166e+08 s^-1
Charge relaxation rate: 29310 s^-1
Charge variance, formula: 12339 charges^2
Charge variance, master equation: 12339 charges^2
Charge variance, moving grains: 12365 charges^2
Charge standard deviation: 111.08 charges
Small-grain radius: 20 nm
Small-grain variance, formula: 35.255 charges^2
Small-grain variance, master equation: 35.272 charges^2
Small-grain variance, events: 35.695 charges^2
Corrected leap variance ratio at beta*h=1: 1.0028
Plain leap variance ratio at beta*h=1: 1.985
Corrected leap impulse-variance ratio: 1.0048
Slow-charging frequency, formula: 11.942 Hz
Slow-charging frequency, simulation: 11.942 Hz
Fast-charging frequency, formula: 10.53 Hz
Fast-charging frequency, simulation: 10.529 Hz
Intermediate frequency, linear mode: 11.24 Hz
Intermediate frequency, simulation: 11.24 Hz
Intermediate amplitude decay rate: 4.8211 s^-1
beta/omega_slow at physical collection speed: 390.61
Charge-gradient term K: 1253 s^-2
Gas damping gamma: 0.16228 s^-1
Added delayed-charge damping K/beta: 0.042748 s^-1
Initial displacement: 50 um
Fast-run time step: 34.118 us
Verlet/true frequency at omega*h=0.5: 1.0107
Verlet relative energy ripple: 0.0025132
Verlet relative energy drift: 2.1349e-08
Charge-driven kinetic temperature: 0.95885 eV
Simulated/theoretical early heating: 0.95583
Charge-driven rms height: 4.0353 um
Field variation length E/G: 1.7417 mm
Gas thermal energy kB*T: 0.025852 eV
Sheath path from psi=0.2: 3.6359 mm
Assumed charge-exchange area: 100 angstrom^2
Ion mean free path: 15.534 mm
Estimated ion drag / weight: 0.035724
Grain radius / Debye length: 0.0094163
Magnetic field for size estimate: 20 mT
Electron gyroradius / grain radius: 47.075
Grain surface field: 0.015467 MV/cm
```
